# Why silylene is a singlet and methylene a triplet

**Q:** Methylene, CH₂, and silylene, SiH₂, both have six valence electrons. Four of them make the two bonds to hydrogen. Why do the other two pair up in one molecule and stay parallel in the other?

**A:** Two orbitals compete for them. Call the lone-pair orbital in the molecular plane \(n\) and the p-like orbital perpendicular to it \(p\). The electrons can form the closed-shell singlet \(n^2\), or one can be promoted to give \(np\). Promotion usually costs one-electron energy, but it separates the electrons and allows parallel spins.

To compare these effects, I use one set of real orbitals for all states and keep the doubly occupied core fixed. Let \(h_i\) be the energy of one electron in orbital \(i\), including its interaction with the nuclei and the core. The two remaining electrons repel through

\[
J_{ij}=\iint \frac{i(1)^2\,j(2)^2}{r_{12}}\,d1\,d2,\qquad
K=\iint \frac{n(1)p(1)\,n(2)p(2)}{r_{12}}\,d1\,d2
\]

in atomic units. Both electrons of \(n^2\) occupy \(n\), so, apart from the common core energy,

\[
E(n^2)=2h_n+J_{nn}.
\]

The spatial functions of \(np\) are \([n(1)p(2)\mp p(1)n(2)]/\sqrt2\). The upper sign belongs to the triplet, whose spin function is symmetric. The two direct terms in the repulsion average to \(J_{np}\), and the cross terms give \(\mp K\):

\[
E(np)=h_n+h_p+J_{np}\mp K .
\]

Thus \(K\) is the triplet's gain relative to the mean of the two \(np\) spin states. Relative to the \(np\) singlet the gain is \(2K\).

**Q:** Which orbital separation should I compare with \(K\)?

**A:** Subtract \(E(n^2)\) from the triplet energy:

\[
\begin{aligned}
E_T-E(n^2)&=h_n+h_p+J_{np}-K-2h_n-J_{nn}\\
&=\underbrace{(h_p-h_n)-(J_{nn}-J_{np})}_{D}-K .
\end{aligned}
\]

The required separation is \(D\), the energy from \(n^2\) to the mean of the two \(np\) states. It is the one-electron cost less the repulsion relieved when the electrons no longer share \(n\). In this single-configuration model the triplet is lower if \(K>D\), and the singlet is lower if \(D>K\).

I computed both molecules at their singlet geometries, optimized with Hartree-Fock/6-31G*. The integrals use triplet orbitals in the 6-31G** basis. For CH₂,

\[
D=3.203-2.897\approx0.31\ \text{eV},\qquad K=1.40\ \text{eV},
\]

so \(D-K=-1.09\) eV. For SiH₂,

\[
D=3.771-2.155\approx1.62\ \text{eV},\qquad K=1.24\ \text{eV},
\]

so \(D-K=+0.38\) eV. A positive difference favours the singlet.

**Q:** Is silylene a singlet because its exchange energy is smaller?

**A:** No. In this basis \(K\) is slightly smaller in SiH₂, but that does not decide the sign. Exchange the two values of \(K\) and leave each \(D\) unchanged. SiH₂ would still have \(1.62>1.40\), and CH₂ would still have \(0.31<1.24\). Exchange the values of \(D\) instead, and both signs reverse.

From CH₂ to SiH₂, \(D\) rises by 1.31 eV while \(K\) falls by 0.16 eV. The rise in \(D\) has two parts: the one-electron separation grows by 0.57 eV, and the repulsion relief shrinks by 0.74 eV. The larger part is therefore a change in the repulsion between the two frontier electrons. The small fall in \(K\) is less secure: in the larger cc-pVTZ basis, at the same geometries, \(K\) is 1.37 eV in CH₂ and 1.39 eV in SiH₂, while \(D\) still rises by 1.42 eV, of which 0.54 eV comes from the one-electron separation and 0.89 eV from the repulsion relief.

**Q:** My electronic-structure output lists HOMO and LUMO energies. May I use their difference for \(D\)?

**A:** No. In closed-shell Hartree-Fock theory, an electron in \(n\) feels the other electron in \(n\), whereas the empty orbital \(p\) is evaluated in the field of both:

\[
\varepsilon_n=h_n+J_{nn},\qquad
\varepsilon_p=h_p+2J_{np}-K.
\]

Their difference is

\[
\varepsilon_p-\varepsilon_n=h_p-h_n+2J_{np}-J_{nn}-K .
\]

Removing one \(J_{np}\) leaves the triplet-singlet difference found above, now with the singlet's orbitals:

\[
E_T-E(n^2)=\varepsilon_p-\varepsilon_n-J_{np}.
\]

The subtraction is needed because the promoted electron leaves one electron behind in \(n\), not two.

The HOMO-LUMO separations are 12.4 eV in CH₂ and 9.3 eV in SiH₂. Both greatly exceed \(K\), so a direct comparison would make both molecules singlets. Even their order is opposite to that of \(D\). With \(J_{np}\) removed, the differences become \(12.442-12.462\approx-0.02\) eV and \(9.321-8.136\approx1.19\) eV.

These differ from \(D-K\) because singlet orbitals penalize the triplet, while triplet orbitals penalize the singlet. If each state has its own optimized orbitals at the same geometry, the Hartree-Fock gap lies between the two estimates. It is \(-1.090+0.278\approx-0.81\) eV for CH₂ and \(0.377+0.231\approx0.61\) eV for SiH₂. The added terms are the relaxation energies of the singlet orbitals. Quantities that involve the empty orbital are sensitive to the basis. In cc-pVTZ the separations are 12.0 and 9.4 eV, the estimates with singlet orbitals are +0.55 and +1.26 eV, and the Hartree-Fock gaps are −0.68 and +0.60 eV.

**Q:** The bond angles also differ. How much of this is geometry rather than carbon against silicon?

**A:** The singlet angles are 103.1° in CH₂ and 93.3° in SiH₂. To separate the effects, set both to 95° and keep each molecule's own singlet bond length. Then \(D-K\) is

\[
0.627-1.463=-0.836\ \text{eV}\quad\text{for CH}_2,
\]
\[
1.557-1.231=+0.326\ \text{eV}\quad\text{for SiH}_2.
\]

The difference is 1.16 eV, compared with 1.47 eV when each molecule has its own angle. Most of the contrast therefore survives at equal angle. Of the 1.16 eV, the smaller repulsion relief in SiH₂ supplies 0.78 eV, the smaller \(K\) 0.23 eV and the larger one-electron separation 0.15 eV. The lead of the relief survives a change of basis, but the smaller shares do not: in cc-pVTZ the difference is 1.10 eV, with 0.93 eV from the relief, 0.06 eV from \(K\) and 0.12 eV from the one-electron separation. The shares also depend on the common angle: at 140° the one-electron separation supplies 0.56 eV and the repulsion relief 0.30 eV.

The angle still matters within each molecule. Bending lets the heavy atom's low-lying s orbital mix into \(n\), but symmetry keeps it out of \(p\). Opening CH₂ from 95° to 140° lowers the s share of \(n\) from 28.5 % to 13.4 %, and \(D\) falls from 0.63 to −1.06 eV. In SiH₂ the share falls from 35.5 % to 27.5 %, and \(D\) from 1.56 to −0.20 eV. Here the s share means the s fraction of the heavy atom's s and p contribution to \(n\), with the hydrogen part left out. It is a population measure that depends on the chosen partition, so its trend means more than its absolute value.

**Q:** Why should silicon reduce the repulsion relief?

**A:** Its frontier orbitals are larger. The root-mean-square radius of \(p\) is 1.56 Å in SiH₂ and 1.02 Å in CH₂, a ratio of 1.53. If every orbital were enlarged by a factor \(\lambda\) without a change of shape, all distances \(r_{12}\) would grow by \(\lambda\). Every \(J\) and \(K\), and hence \(J_{nn}-J_{np}\), would then fall by a factor \(\lambda\).

The real orbitals also change shape. The relief falls by a factor \(2.897/2.155\approx1.34\), but \(K\) falls by a factor of just 1.13. Uniform enlargement by 1.53 would have reduced both by that factor. In cc-pVTZ the radius ratio is 1.48 and the relief falls by a factor of 1.43, so much of this mismatch comes from the smaller basis. Size thus gives the right direction and roughly the right magnitude for the fall of the relief, and it is no reliable guide to \(K\), whose small change depends on the basis. These calculations do not isolate the changes of shape that account for the difference.

**Q:** Is there a geometry where the answer follows from symmetry?

**A:** Yes, linear CH₂. There \(n\) and \(p\) are equivalent, so \(h_n=h_p\) and \(J_{nn}=J_{pp}\). Rotate \(n\) by 45° into \(n'=(n+p)/\sqrt2\). Its density is \((n^2+p^2+2np)/2\), and its self-repulsion is

\[
J_{n'n'}=\tfrac14\left(J_{nn}+J_{pp}+2J_{np}+4K\right)
=\tfrac12(J_{nn}+J_{np})+K .
\]

Terms with an odd number of \(p\) factors vanish by reflection. A rotation about the axis cannot change the self-repulsion, so \(J_{n'n'}=J_{nn}\), which gives

\[
J_{nn}-J_{np}=2K,\qquad D=0-2K=-2K .
\]

The triplet is thus \(3K\) below the single configuration \(n^2\). But \(n^2\) is not a proper singlet state here, because \(p^2\) has the same energy and mixes with it.

**Q:** Does that mixing also matter in the bent molecules?

**A:** Yes. The configurations \(n^2\) and \(p^2\) differ in both orbitals, so the one-electron energy cannot couple them. The repulsion does, and its matrix element is \(K\). With \(E(n^2)\) as zero, the singlet matrix is

\[
\begin{pmatrix}0&K\\K&W\end{pmatrix},\qquad
W=2(h_p-h_n)+J_{pp}-J_{nn}.
\]

Its eigenvalues satisfy \(E(E-W)-K^2=0\). The lower one is \(-c\), with

\[
c=\sqrt{\frac{W^2}{4}+K^2}-\frac W2,
\qquad E_T-E_S=D-K+c .
\]

In the linear limit \(W=0\) and \(c=K\), so the gap is \(-2K-K+K=-2K\). The computed values are \(K=0.766\) eV and a gap of −1.53 eV. In the opposite limit, \(K\ll W/2\), expansion of the square root gives \(c\approx K^2/W\).

At the bent singlet geometries \(c\) is 0.37 eV for CH₂ and 0.25 eV for SiH₂. The model gaps become −0.72 and +0.63 eV. Mixing favours the singlet in both molecules, but it does not overturn the triplet preference of CH₂.

**Q:** Those gaps hold the nuclei fixed. What happens when each state takes its own shape?

**A:** The triplets open to 130.7° in CH₂ and 118.0° in SiH₂. Their bonds also shorten, by about 0.03 and 0.04 Å. Together these changes lower the triplets by \(R=0.394\) and 0.375 eV. Let \(L\) be the singlet orbital relaxation given earlier, and let \(X\) be the remaining correlation contribution, obtained as the difference from CCSD(T)/6-31G**. Then

\[
E_T-E_S=D-K+L-R+X .
\]

For CH₂ this is

\[
-1.090+0.278-0.394+0.560=-0.646\ \text{eV},
\]

and for SiH₂

\[
0.377+0.231-0.375+0.519\approx0.75\ \text{eV}.
\]

Here \(X\) already includes the effect of \(n^2\)-\(p^2\) mixing, so \(c\) must not be added again. Harmonic zero-point energy changes the gaps to −0.63 and +0.76 eV.

Correlation matters for the size of both gaps. Without \(X\), the SiH₂ gap would be just 0.23 eV. The signs, however, are already those of \(D-K\).

**Q:** How far can I trust these numbers, and does triplet silylene matter in a silane deposition reactor?

**A:** The signs are safer than the sizes. In a smaller basis, CCSD(T) and full configuration interaction of the valence electrons agree within about 0.01 eV, so the treatment of correlation is sound there. The basis is the weak point: going from that small basis to 6-31G** raises the gaps by about 0.5 eV. Measured gaps are roughly −0.4 eV for CH₂ and +0.9 eV for SiH₂, so the calculation still places both singlets too high. At the same geometries and without zero-point energy, CCSD(T)/cc-pVTZ gives −0.45 and +0.87 eV, which is 0.20 and 0.12 eV above the 6-31G** values. Spin-orbit coupling and anharmonic vibration are also left out.

Thermal silane deposition runs at very roughly 900 K, where \(k_BT=0.0776\) eV. Suppose that the two spin states are in equilibrium and have equal rotational and vibrational partition functions. The triplet has three spin components, so

\[
\frac{N_T}{N_S}=3\exp\left(-\frac{0.764}{0.0776}\right)\approx1.6\times10^{-4}.
\]

The rough measured gap would make this several times smaller. Under these conditions thermal triplet silylene is a trace species. A plasma reactor can break the equilibrium assumption, because electron impact may populate the triplet directly; the ratio then depends on production and loss rates, and this estimate does not apply. The numerical output below lists the computed values, apart from those in the cc-pVTZ basis.

## Table of computed values

```
CH2 singlet: r = 1.097 A, angle = 103.1 deg
CH2 triplet: r = 1.071 A, angle = 130.7 deg
 Model at the singlet geometry:
 h_p-h_n = 3.203 eV, J_nn-J_np = 2.897 eV
 D = 0.305 eV, K = 1.395 eV, D-K = -1.090 eV
 W = 4.845 eV, c = 0.373 eV
 vertical model gap D-K+c = -0.717 eV
 rms radius: n 1.006 A, p 1.018 A
 s share of heavy-atom s+p part of n = 25.8 %
 RHF HOMO-LUMO separation = 12.442 eV
 RHF J_np = 12.462 eV, frozen-orbital gap = -0.019 eV
 singlet orbital relaxation L = 0.278 eV
 triplet geometry relaxation R = 0.394 eV
 D-K+L-R = -1.206 eV, correlation X = 0.560 eV
 CCSD(T) adiabatic gap = -0.646 eV
 zero-point change = 0.013 eV, gap with it = -0.633 eV
 small-basis gap: CCSD(T) -1.113 eV, full CI -1.103 eV
SiH2 singlet: r = 1.509 A, angle = 93.3 deg
SiH2 triplet: r = 1.472 A, angle = 118.0 deg
 Model at the singlet geometry:
 h_p-h_n = 3.771 eV, J_nn-J_np = 2.155 eV
 D = 1.616 eV, K = 1.239 eV, D-K = 0.377 eV
 W = 5.886 eV, c = 0.250 eV
 vertical model gap D-K+c = 0.627 eV
 rms radius: n 1.433 A, p 1.562 A
 s share of heavy-atom s+p part of n = 35.8 %
 RHF HOMO-LUMO separation = 9.321 eV
 RHF J_np = 8.136 eV, frozen-orbital gap = 1.185 eV
 singlet orbital relaxation L = 0.231 eV
 triplet geometry relaxation R = 0.375 eV
 D-K+L-R = 0.233 eV, correlation X = 0.519 eV
 CCSD(T) adiabatic gap = 0.753 eV
 zero-point change = 0.011 eV, gap with it = 0.764 eV
 small-basis gap: CCSD(T) 0.218 eV, full CI 0.220 eV
Equal-angle scan, singlet bond lengths (energies in eV):
 95 deg CH2: dh 3.567, relief 2.940, D 0.627, K 1.463, s 28.5 %
 95 deg SiH2: dh 3.715, relief 2.157, D 1.557, K 1.231, s 35.5 %
 110 deg CH2: dh 2.886, relief 2.850, D 0.035, K 1.339, s 23.6 %
 110 deg SiH2: dh 3.196, relief 2.180, D 1.016, K 1.171, s 32.8 %
 125 deg CH2: dh 2.167, relief 2.707, D -0.541, K 1.216, s 18.8 %
 125 deg SiH2: dh 2.625, relief 2.194, D 0.431, K 1.110, s 30.4 %
 140 deg CH2: dh 1.430, relief 2.486, D -1.055, K 1.085, s 13.4 %
 140 deg SiH2: dh 1.990, relief 2.186, D -0.196, K 1.043, s 27.5 %
Linear CH2, r = 1.07 A: D = -1.531 eV, K = 0.766 eV
Linear CH2 model gap = -1.531 eV
K ratio CH2/SiH2 = 1.126 (no unit)
p radius ratio SiH2/CH2 = 1.535 (no unit)
Change CH2 to SiH2: D +1.311 eV, K -0.156 eV
Deposition temperature = 900 K, kT = 0.0776 eV
SiH2 triplet/singlet population ratio = 1.6e-04 (no unit)
```
